Why a narrow guard gap adds half its width to the radius

**1. A straight gap between two half-planes**

Take two thin metal half-planes in the plane z = 0, separated by a straight gap of width g = 2c. Measure x from the midline of the gap, so that the metal occupies |x| > c. Both half-planes are at potential V. Below them is a sample of permittivity εs, above them a medium of permittivity εb, and there is no free charge in the gap. The counter electrode lies far below, and away from the gap the field in the sample is uniform, of strength E0, pointing down from the metal. Far above the metal there is no field.

How much charge does one half-plane carry? Draw a circle of radius X ≫ c around the gap. If the gap did not disturb the field, the flux of εE leaving the circle would be that through its lower half, 2XεsE0 per unit length. The disturbance vanishes on the metal and dies away at large distance r. In each half-space its slowest-decaying form is therefore proportional to c²E0|z|/r², with a field of order E0c²/r². Through a circle of circumference 2πX it changes the flux by a term of order εE0c²/X, which is small. By Gauss's law the two metal strips inside the circle together carry

q_left + q_right = 2XεsE0 [1 + O(c²/X²)].

Now reflect the arrangement, x → −x. The half-planes change places, but they have the same potential and shape. The permittivities depend on z alone, and the distant field is unchanged. The reflected potential solves the same problem, and since that problem has one solution, the charge is even in x:

q_left = q_right = XεsE0.

This is the charge of a uniformly charged strip running from X to x = 0. The metal stops at c, yet it collects as if it reached the midline. Field lines traced upwards into the gap must lead to metal somewhere, and equal numbers lead to the two sides.

**2. From the straight edge to the disc**

A guarded disc has radius a. Its coplanar guard ring, at the same potential, begins at a + g. The counter electrode, at zero potential, is a distance d below, so E0 = V/d. Define the effective radius by the ideal parallel-plate formula,

C = εs π a_eff²/d,

where C is the whole charge of the disc, on its front, rim and back, divided by V. Let g ≪ d ≪ a, and let the guard be much wider than d. As in section 1, no field from distant objects is to reach the back of the electrodes.

Seen from a distance of order g, the rim is straight, and section 1 applies. The midline lies at R = a + g/2, so the disc collects the flux of a circle of radius R:

Q ≈ εsE0 π(a + g/2)², hence a_eff ≈ a + g/2.

The permittivity ratio has not entered, because reflection needs equal media on the left and right, not above and below. What follows weighs the terms left out.

**3. Where the half gap's charge sits**

For thin electrodes the charge can be written down. Let ψ = V − φ be the amount by which the potential φ lies below that of the metal. Then ψ = 0 on the metal, ψ → E0|z| far below and ψ → 0 far above. A useful building block is

S(x,|z|) = Im √(ζ² − c²), with ζ = x + i|z|,

using the branch of the root that tends to ζ far away. It is harmonic above and below the plane, zero on the metal, and tends to |z|. In the gap S = √(c² − x²), with zero normal derivative. On the metal its derivative with respect to |z| is |x|/√(x² − c²). Try

ψ = (1 − κ)E0|z| + κE0S for z < 0,
ψ = −κE0z + κE0S for z > 0.

Both distant limits are right. In the gap S adds no normal field, so continuity of εE requires εs(1 − κ) = εbκ, or

κ = εs/(εs + εb).

The charge density on each face is its permittivity times the outward field, which is the derivative of ψ away from the metal:

σ_front = εsE0[(1 − κ) + κ|x|/√(x² − c²)],
σ_back = εbκE0[−1 + |x|/√(x² − c²)].

On adding, the constant terms cancel because εs(1 − κ) = εbκ. The remaining factor is (εs + εb)κ = εs, so

σ = εsE0|x|/√(x² − c²).

The charge from the rim to X follows from d√(x² − c²)/dx = x/√(x² − c²):

∫ σ dx (from c to X) = εsE0√(X² − c²) ≈ εsE0[X − c²/(2X)].

The crowding of charge at the rim replaces the missing charge between 0 and c. The permittivity ratio changes how the charge divides between front and back, but not their sum.

A numerical solution of Laplace's equation for a 12.5 µm gap, with d = 0.5 mm, tests this law. Up to X = 3.074c it predicts √(3.074² − 1) = 2.907 in units of εsE0c. The solution gives 2.913 both for εs/εb = 1 and for 13, a difference of 0.2 % from the law.

**4. Loss from finite thickness**

With the counter electrode at finite distance, the gap lowers the total charge slightly. In the sample write

φ = V(1 + z/d) − p.

The disturbance p vanishes on the metal and on the counter electrode, and equals ψ_gap in the gap. The magnitude of the charge density on the counter electrode is εs∂φ/∂z = εs(E0 − ∂p/∂z), so the loss per unit length of gap is εs∫(∂p/∂z)dx at z = −d.

To find it, use the harmonic function h = −z/d, which is 1 at the bottom and 0 at the top. Green's identity states that the boundary integral of h ∂p/∂n − p ∂h/∂n is zero, n being the outward normal. At the bottom n points down and p = 0, which leaves −∫(∂p/∂z)dx. At the top h = 0 and ∂h/∂z = −1/d, which leaves +(1/d)∫ψ_gap dx. Therefore

loss = (εs/d)∫ψ_gap dx.

To leading order in g/d the gap potential is that of section 3, κE0√(c² − x²). The area under this half-ellipse is

∫ψ_gap dx = κE0πc²/2 = κE0πg²/8.

The total loss per unit length is thus εsE0κπg²/(8d). By reflection the disc bears half. Dividing by εsE0 turns charge per length into a length:

δ_d = κπg²/(16d).

Symmetry says how the loss is shared; its size needs the field in the gap. For a straight 50 µm gap and d = 0.5 mm, the formula gives 0.491 µm for εs/εb = 1 and 0.912 µm for εs/εb = 13. The numerical solution agrees with both within 0.2 %.

**5. Loss from curvature**

A ring-shaped gap has no exact mirror symmetry, since the guard side has more area than the disc side. The effect comes from the slowly decaying tail of the rim charge.

At distances x with g ≪ x ≪ d, the gap acts as a line of strength P = ∫ψ_gap dx. A patch dA of a plane held at ψ_gap, the rest of the plane being at zero, produces a normal field ψ_gap dA/(2πs³) at distance s on the plane. This acts on both faces, so the extra charge density is

σ_extra = (εs + εb)(P/2π)∫dℓ/s³,

with ℓ = Rθ the arc length along the midline. For a point on the disc at radius R − x,

s² = x² + 4R(R − x)sin²(θ/2) ≈ x² + (1 − x/R)ℓ².

Since ∫dℓ/(x² + βℓ²)^(3/2) = 2/(x²√β) over the whole line, and 1/√(1 − x/R) ≈ 1 + x/(2R),

σ_extra ≈ (εs + εb)P/(πx²) · [1 + x/(2R)] = εsE0g²/(8x²) · [1 + x/(2R)].

The last form uses P = κE0πg²/8 and (εs + εb)κ = εs. The disc's area at distance x, per unit length of midline, is (1 − x/R)dx. To first order the product of the two factors is 1 − x/(2R). On the guard side x changes sign and the factor is 1 + x/(2R). The disc therefore loses what the guard gains:

δ_c = ∫ g²/(8x²) · x/(2R) dx ≈ (g²/16a)[ln(d/g) + O(1)].

The integral runs from about g to about d, and R has been replaced by a at this order. The region near the rim and the precise cut-offs supply the constant. On the back the tail is cut off by whatever lies behind the electrodes, so with a very distant surrounding the back's share of the logarithm extends beyond d.

Numerically, the difference between straight and round cells can be compared at gaps of 50 and 12.5 µm, with d = 0.5 mm and a = 5 mm held fixed. The coefficient of the logarithm comes out as 1.007 times g²/(16a).

Collecting the terms,

a_eff ≈ a + g/2 − κπg²/(16d) − (g²/16a)[ln(d/g) + O(1)].

**6. A gallium arsenide wafer**

Consider a semi-insulating GaAs wafer with relative permittivity 13, d = 0.5 mm, a = 5 mm and g = 0.1 mm, with air behind the electrodes. The open space behind is modelled by a boundary 1 mm away that no flux crosses. The main terms are:

• half gap: +50 µm
• finite thickness, to leading order in g/d, with κ = 13/14: −3.646 µm
• curvature, from the numerical solution: −0.248 µm

For the curvature term g²/(16a) = 0.125 µm, so its bracket is 0.248/0.125 ≈ 1.98. As ln 5 = 1.61, the remainder in this cell is about 0.37. It depends on the space behind: with the no-flux boundary moved far away, the curvature term grows to −0.269 µm.

The sum is 46.11 µm. The meshed solution for the round cell also gives 46.11 µm, but its last digit is set by the mesh: the converged gain is 46.12 µm. The thickness term leaves out a correction of relative order (g/d)², which here lowers the loss by 0.014 µm and likewise brings the sum to 46.12 µm. The agreement at 46.11 µm therefore means nothing finer than about 0.01 µm. The curvature term was itself taken from the difference between the straight and round solutions, so this agreement tests the half gap and the thickness term together, but not the curvature term. With this gain a_eff = 5.0461 mm and

C = ε0 · 13 · π · (5.0461 mm)²/(0.5 mm) = 18.42 pF.

If this capacitance is converted to a permittivity with an assumed radius r, the relative error is (a_eff/r)² − 1:

• r = a: +1.85 %
• r = a + g/2: −0.15 %
• r = a + g: −2.10 %

The midline radius removes most of the error. The rest is chiefly the thickness term.

Shrinking the gap with everything else fixed shows the approach to one half (mesh error leaves the first two gains slightly low; converged, they are 46.12 and 24.01 µm):

• g = 100 µm: gain 46.11 µm, or 0.461g
• g = 50 µm: gain 24.00 µm, or 0.480g
• g = 25 µm: gain 12.25 µm, or 0.490g
• g = 12.5 µm: gain 6.19 µm, or 0.495g

Extrapolation to zero gap gives 0.4998. The shortfall from g/2 drops from 3.89 to 1.00 µm at the first halving, a factor of 3.9. A pure g² law would give 4; the logarithm in the curvature term makes the factor a little smaller.

**7. Disturbances that keep the symmetry**

A shield at height H behind the electrodes, held at their potential, supplies some of the flux that passes down through the gap into the sample. Green's identity applied to the space behind gives this flux as (εb/H)∫ψ_gap dx. By reflection half of it is taken from the disc, so the radius falls by

δ_H = (εb/εs)κπg²/(16H).

For the wafer with H = 1 mm this is 0.14 µm. It would be an additional loss, since the cell of section 6 has no such shield; in the round cell, where the reflection is only approximate, the net extra loss is a little smaller, 0.13 µm. The formula was tested with equal permittivities and a straight 50 µm gap, where it gives 0.245 µm and the solution 0.246 µm.

Thick electrodes are also harmless if both edges are alike. Their walls hold more of the gap's surroundings at the metal's potential, which lowers ψ_gap and with it the loss of section 4. With walls about one gap width high, the gain on one fixed mesh rises from 0.4626g to 0.4639g. The increase is roughly 0.1 µm, and the gain stays below g/2. A metal film 0.2 µm thick has walls of 0.002g.

**8. Disturbances that break it**

Lift the guard by a height t, leaving the disc in place. Take equal permittivities, so that no air layer under the guard complicates the case. In the plane of the disc, the region under the guard now lies about E0t below the metal's potential. For x much larger than both t and g, but much smaller than d, this puts on the front of the disc an extra charge density

(εs/π)∫E0t dx′/(x + x′)² = εsE0t/(πx), x′ running from 0 to ∞.

Its integral over x runs from about L, the larger of t and g, to about d. It extends the effective radius by roughly (t/π)ln(d/L), with an uncertainty of order t from the cut-offs. For a lift much smaller than the gap the extension is therefore linear in t, about 0.8t when g = d/10. For g = 50 µm, d = 0.5 mm and t = 1.008g this is about 0.7g. It is of the same order in g as the half gap itself, apart from the logarithm, so the g/2 rule fails at leading order. The numerical gain is 1.27g, against 0.488g for the coplanar guard on the same mesh.

Unequal potentials break the symmetry too. In the wafer cell, a guard 1 mV low for each volt on the disc raises C by 0.0136 % once the solution is converged (0.0138 % on the single mesh of the output, and 0.0143 % if the boundary behind is moved far away). Since ΔC/C = 2Δa_eff/a_eff, this equals 0.34 µm of radius, more than the curvature term. The response is linear in the offset, so an offset of 1 % changes C by 0.14 %, about as much as the whole error left by the g/2 rule.

**9. The model beside a real wafer**

The permittivity, wafer thickness and electrode sizes are rough, illustrative values. The model takes the wafer as lossless, whereas a real one conducts. With a rough resistivity of 10⁸ Ω cm at 300 K, the loss tangent 1/(ωε0εrρ) at 1 MHz is 0.0014. With a rough activation energy of 0.75 eV it becomes 0.087 at 350 K. The impedance of a lossy capacitor is

1/[jωC_p(1 − j tan δ)] = (1 + j tan δ)/[jωC_p(1 + tan²δ)],

so a reading in terms of a series capacitance exceeds the parallel value C_p by the fraction tan²δ. This is negligible at 300 K but 0.76 % at 350 K, five times the error left by the g/2 rule. The parallel value avoids this shift. A test voltage of 1 V gives 2 × 10⁻⁵ MV/cm, far below a rough breakdown field of 0.4 MV/cm. In the sample, disturbances from the guard's outer edge decay as exp(−πw/d), which is about 10⁻¹⁴ for the width w = 5 mm. Behind the electrodes no such decay holds if the space is open. With surroundings at the potential of the counter electrode, rather than that of the guard, the potential there falls from V to zero over a distance of the order of the guard's outer radius b ≈ 10 mm, so the back of the disc carries a charge density of order εbV/b. Compared with εsV/d on the front this is d/(13b), roughly 0.4 %, which is more than the error left by the g/2 rule. The no-flux boundary of section 6 leaves this charge out; in a measurement, a shield like that of section 7 removes it. Thickness matters too: the inferred permittivity is proportional to d, so an error of 5 µm in 0.5 mm shifts it by 1 %. The radius matters as well: the refinement beyond a + g/2 is only 3.9 µm, so the midline radius must itself be known to about 2 µm. For this cell, then, refining a_eff beyond a + g/2 pays only if that is so, the back is shielded, d is known to about 0.1 % and the guard follows the disc to within a few millivolts per volt.

The full set of computed values is in the numerical output below.

Calculated quantities

```
relative permittivity (rough): 13
thickness d: 0.50 mm; disc radius a: 5.00 mm
gap g: 0.100 mm; guard width: 5.00 mm
height of space behind electrodes: 1.00 mm
gap 100.0 um: radius gain 46.114 um, gain/gap 0.4611
gap 50.0 um: radius gain 24.004 um, gain/gap 0.4801
gap 25.0 um: radius gain 12.245 um, gain/gap 0.4898
gap 12.5 um: radius gain 6.185 um, gain/gap 0.4948
gain/gap extrapolated to zero gap: 0.49978
rim charge, eps ratio 1, to x/c=3.074: solver 2.9128, law 2.9067
rim charge, eps ratio 13, to x/c=3.074: solver 2.9128, law 2.9067
thickness loss, eps ratio 1, gap 50 um: solver 0.4914 um, law 0.4909 um
thickness loss, eps ratio 13, gap 50 um: solver 0.9122 um, law 0.9116 um
curvature logarithm, coefficient over g^2/(16a): 1.007
shield loss, eps ratio 1, gap 50 um: solver 0.2456 um, law 0.2454 um
gain/gap on one mesh: thin 0.4626, both thick 0.4639
eps ratio 1, coplanar guard: gain/gap 0.4884
eps ratio 1, guard lifted 1.008 g: gain/gap 1.2683
effective radius: 5.04611 mm; capacitance: 18.4156 pF
radius a: C 18.0806 pF, permittivity error +1.853 %
radius a+g/2: C 18.4440 pF, permittivity error -0.154 %
radius a+g: C 18.8110 pF, permittivity error -2.102 %
thickness loss of radius (law): 3.646 um
curvature loss of radius (solver): 0.248 um
shield loss of radius (law): 0.140 um
electrode thickness 0.2 um, over gap: 0.0020
guard low by 1 mV per V: C changes +0.0138 %
guard width factor exp(-pi w/d): 2.3e-14
resistivity at 300 K (rough): 1e+08 ohm cm; activation (rough): 0.75 eV
loss tangent at 1 MHz: 300 K 0.00138, 350 K 0.0872
field at 1 V: 2.0e-05 MV/cm; breakdown (rough): 0.4 MV/cm
```
